\section*{A trapped elementary charge seen from 20 nm above a metal}

\section{Three numbers}

An elementary charge produces a potential of 80.00 mV at a distance of 18 nm in empty space. Put a grounded metal plane 2 nm below the charge, on the side away from the observer, and the potential at the same point falls to 14.55 mV. The short expression $2Kd/z^2$, with $K$ defined below, gives 14.40 mV. Why does a plane behind the charge remove four fifths of the potential, and why does so short an expression miss the answer by one per cent?

Both answers come from an expansion in the ratio of two lengths. The charge is at height $d=2$ nm and the observer at height $z=20$ nm, so that
\begin{equation}
\delta=\frac dz=0.1 .
\end{equation}
The leading term explains the loss of potential, and the first correction explains the one per cent.

\section{The potential above the plane}

The metal fills $z<0$ and is a perfect conductor at zero potential. A fixed point charge $+e$ sits at height $d$ on the axis $\rho=0$, where $\rho$ is the lateral distance. The region above is vacuum with no other body in it, and the potential vanishes at infinity. A trapped electron reverses the sign of every potential below. With lengths in nm it is convenient to use
\begin{equation}
K=\frac{e}{4\pi\varepsilon_0}=1.43996\ \mathrm{V\,nm}.
\end{equation}

For $z>0$ consider
\begin{equation}
V(\rho,z)=\frac{K}{\sqrt{\rho^2+(z-d)^2}}-\frac{K}{\sqrt{\rho^2+(z+d)^2}} .
\label{eq:image}
\end{equation}
The first term is the potential of the real charge. The second is that of a fictitious charge $-e$ at $z=-d$; it has no singularity in $z>0$, so it adds no source there. At $z=0$ the two square roots are equal and $V=0$. Both terms vanish at infinity. All conditions are met.

No other function meets them. The difference of two solutions has no source in $z>0$ and is zero on the plane and at infinity. A harmonic function takes its largest and smallest values on the boundary, so this difference is zero everywhere.

The metal contains no charge at $-d$. The real source of the second term is charge on its surface. Differentiating (\ref{eq:image}) gives
\begin{equation}
\left.\frac{\partial V}{\partial z}\right|_{0}
=\frac{Kd}{(\rho^2+d^2)^{3/2}}+\frac{Kd}{(\rho^2+d^2)^{3/2}}
=\frac{2Kd}{(\rho^2+d^2)^{3/2}} .
\end{equation}
The field inside the metal is zero, so Gauss's law gives $\sigma=\varepsilon_0E_z=-\varepsilon_0\,\partial V/\partial z$, or
\begin{equation}
\sigma(\rho)=-\frac{e\,d}{2\pi(\rho^2+d^2)^{3/2}} .
\label{eq:sigma}
\end{equation}
Its total is
\begin{equation}
\int_0^\infty 2\pi\rho\,\sigma\,d\rho
=-ed\left[-\frac{1}{\sqrt{\rho^2+d^2}}\right]_0^\infty=-e .
\end{equation}
The plane therefore carries a charge equal and opposite to the trapped one, half of it within $\sqrt3\,d$ of the axis. The two together have no net charge, so far away their potentials nearly cancel, which is why a plane behind the charge matters so much in front of it.

\section{Overhead: leading term and first correction}

On the axis, with $z>d$, equation (\ref{eq:image}) becomes
\begin{equation}
V=K\left(\frac1{z-d}-\frac1{z+d}\right)
=K\,\frac{(z+d)-(z-d)}{(z-d)(z+d)}
=\frac{2Kd}{z^2-d^2}.
\label{eq:axis}
\end{equation}
For the example,
\begin{equation}
V=\frac{1.43996}{18}-\frac{1.43996}{22}\ \mathrm{V}
=80.00-65.45\ \mathrm{mV}=14.55\ \mathrm{mV}.
\end{equation}

To expand, take $z^2$ out of the denominator and use the identity $1/(1-x)=1+x+x^2/(1-x)$ with $x=\delta^2$:
\begin{equation}
V=\frac{2Kd}{z^2}\,\frac1{1-\delta^2}
=\frac{2Kd}{z^2}\left[1+\delta^2+\frac{\delta^4}{1-\delta^2}\right].
\label{eq:expansion}
\end{equation}
The last term is the whole remainder, not an estimate of it.

The leading term is the potential of a dipole of moment $2ed$: charge $e$, separation $2d$ between charge and image. It gives $2(1.43996)(2)/400$ V $=14.40$ mV. The first correction is $\delta^2=0.01$ of this, or 0.14 mV, and brings the sum to 14.54 mV. The remainder is $1.0\times10^{-4}$ of the leading term, about 0.001 mV; the different last digit of 14.55 is a matter of rounding.

There is no correction of order $\delta$ because heights are measured from the metal. Reversing the sign of $d$ exchanges charge and image and reverses $V$, so $V$ contains odd powers of $d$ alone. After the factor $d$ is removed, even powers remain. Measured from the charge, with $s=z-d$, the same potential is
\begin{equation}
V=\frac{2Kd}{s(s+2d)}=\frac{2Kd}{s^2}\left(1-\frac{2d}{s}+\cdots\right),
\label{eq:sform}
\end{equation}
whose first correction is $-4/18$, or $-22$ per cent. A good choice of origin has made the correction about twenty times smaller.

The inverse-square fall can be seen by doubling the height at fixed $d$. The leading term drops to $14.40/4=3.60$ mV and the correction to 0.25 per cent; the full result is 3.61 mV.

As a test that uses no image charge, Poisson's equation was solved by finite volumes in a grounded cylinder of radius and height 120 nm, with a 0.5 nm grid. It gives 14.50 mV overhead, 0.3 per cent below (\ref{eq:axis}). The grounded walls account for the difference: they lower the potential by about 0.05 mV, while the grid error is below 0.01 mV and has the opposite sign.

\section{The opposite limit: close to the charge}

The expansion in $d/z$ loses its use as $z$ approaches $d$. There the small ratio is $s/2d$, and
\begin{equation}
V=\frac Ks-\frac K{2d+s}
=\frac Ks-\frac K{2d}+\frac{Ks}{4d^2}-\cdots .
\label{eq:near}
\end{equation}
The leading term is now the bare charge. The first correction is a constant, $-K/2d=-0.36$ V here: the potential of the induced charge at the position of the trapped one. Screening is thus a small correction for $s\ll2d$ and nearly cancels the bare potential for $s\gg2d$. The example, with $s=18$ nm and $2d=4$ nm, lies on the second side.

\section{Away from the axis}

Let $r^2=\rho^2+z^2$, $c=z/r$ and $\eta=d/r$. The two distances in (\ref{eq:image}) are $r\sqrt{1+u_\mp}$ with $u_\mp=\mp2c\eta+\eta^2$, the upper sign belonging to the real charge. Use
\begin{equation}
(1+u)^{-1/2}=1-\tfrac12u+\tfrac38u^2-\tfrac5{16}u^3+\cdots .
\end{equation}
Even powers of $\eta$ are the same for charge and image and cancel in the difference. For the real charge the odd terms through $\eta^3$ are
\begin{align}
-\tfrac12u&\to c\eta, &
\tfrac38u^2&\to-\tfrac32c\eta^3, &
-\tfrac5{16}u^3&\to\tfrac52c^3\eta^3 .
\end{align}
The image has the opposite odd terms, so the difference doubles them:
\begin{equation}
V=\frac Kr\left[2c\eta+(5c^3-3c)\eta^3+\cdots\right]
=\frac{2Kdz}{r^3}\left[1+\frac{d^2}{2r^2}(5c^2-3)+\cdots\right].
\label{eq:offaxis}
\end{equation}
On the axis $c=1$ and the bracket is $1+d^2/z^2$, as before. The correction changes sign at $c^2=3/5$: the dipole formula is slightly low near the axis and slightly high far from it. At $\rho=z=20$ nm, $c^2=1/2$ and $r^2=800$ nm$^2$, so the correction is $-0.13$ per cent. The full potential there is 5.08 mV.

The half-maximum radius at fixed height measures how sharply the charge is seen. Write $q=r^2/z^2=1+\rho^2/z^2$. Then $c^2=1/q$ and $d^2/r^2=\delta^2/q$, and the half-maximum condition is
\begin{equation}
q^{-3/2}\left[1+\frac{\delta^2}{2q}\left(\frac5q-3\right)\right]=\frac{1+\delta^2}2 .
\end{equation}
At leading order $q_0=2^{2/3}=1.587$, so $\rho_0=z\sqrt{q_0-1}=15.33$ nm. For the correction put $q=q_0(1+a\delta^2)$. Since $q_0^{-3/2}=1/2$, the terms in $\delta^2$ give
\begin{equation}
-\frac32a+\frac1{2q_0}\left(\frac5{q_0}-3\right)=1,
\qquad a=\frac23(0.047-1)=-0.635 .
\end{equation}
From $\rho=z\sqrt{q-1}$ the radius changes by
\begin{equation}
\Delta\rho=\frac{z\,q_0a\,\delta^2}{2\sqrt{q_0-1}}
=\frac{20(1.587)(-0.635)(0.01)}{2(0.766)}\ \mathrm{nm}=-0.13\ \mathrm{nm}.
\end{equation}
The corrected value, 15.20 nm, agrees with the numerical root of the full expression. The full width is 30.4 nm. At leading order it is proportional to $z$ and independent of $d$: the height of observation sets the sharpness, while the charge's own height $d$ affects only the strength.

\section{A dielectric film under the charge}

A charge near a real electrode may be held by a solid. Let a film of relative permittivity $\epsilon$ fill $0<z<d$, with the charge on its top surface. The geometry is otherwise unchanged. Use the identity
\begin{equation}
\frac1{\sqrt{\rho^2+s^2}}=\int_0^\infty J_0(k\rho)\,e^{-k|s|}\,dk .
\label{eq:hankel}
\end{equation}
Both sides are harmonic for $s\neq0$ and equal $1/|s|$ on the axis, and the axis values fix a regular axially symmetric harmonic function.

For each $k$, write the amplitude of $V/K$ as $Ae^{-k(z-d)}$ above the film and $A\sinh(kz)/\sinh(kd)$ inside it. This is continuous at $z=d$ and zero on the metal. The charge fixes the jump in slope. By (\ref{eq:hankel}), a bare charge has slope $+k$ just below and $-k$ just above, a difference of $2k$. With the film the slope below is weighted by $\epsilon$:
\begin{equation}
\epsilon Ak\coth(kd)+Ak=2k,\qquad A=\frac2{1+\epsilon\coth(kd)} .
\end{equation}
Overhead, $J_0(0)=1$ and
\begin{equation}
V_\epsilon=K\int_0^\infty\frac{2e^{-ks}}{1+\epsilon\coth(kd)}\,dk .
\label{eq:film}
\end{equation}
The exponential restricts $k$ to values of order $1/s$, so $x=kd$ is small when $d\ll s$. With $\coth x=1/x+x/3+\cdots$,
\begin{equation}
\frac2{1+\epsilon\coth x}=\frac{2x}{\epsilon+x+\epsilon x^2/3+\cdots}
=\frac{2x}\epsilon\left[1-\frac x\epsilon+\left(\frac1{\epsilon^2}-\frac13\right)x^2+\cdots\right].
\end{equation}
Integrating with $\int_0^\infty k^ne^{-ks}dk=n!/s^{n+1}$ gives
\begin{equation}
V_\epsilon=\frac{2Kd}{\epsilon s^2}\left[1-\frac{2d}{\epsilon s}
+\frac{6d^2}{s^2}\left(\frac1{\epsilon^2}-\frac13\right)+\cdots\right].
\end{equation}
For $\epsilon=1$ the first correction is that of (\ref{eq:sform}).

With $\epsilon=4$ the leading term is 4.44 mV. The corrections are $-5.6$ and $-2.0$ per cent, which give 4.11 mV; the full integral gives 4.13 mV. Against the vacuum value of 14.55 mV this is a reduction by 3.5, not by 4. The factor $1/\epsilon$ belongs to the leading term in $1/s$, and the corrections, $-22$ per cent at first order in vacuum but $-5.6$ per cent with the film, do not cancel in the ratio.

\section{A conductor above the observer}

The derivation assumed that nothing stands above the charge. Suppose a grounded plate is placed at height $H>z$. Reflecting charge and image repeatedly in both planes gives charges $+e$ at $2nH+d$ and $-e$ at $2nH-d$ for all integers $n$:
\begin{equation}
V_H=K\sum_{n=-\infty}^{\infty}\left(\frac1{|z-2nH-d|}-\frac1{|z-2nH+d|}\right).
\end{equation}
Each pair is a dipole pointing upwards. For $n\ge1$ the pair at $-2nH$ lies below the observer and the pair at $+2nH$ above, so to leading order in $d$ they add
\begin{equation}
2Kd\left[\frac1{(2nH+z)^2}-\frac1{(2nH-z)^2}\right]
\simeq-2Kd\,\frac{4z}{(2nH)^3}=-\frac{2Kd}{z^2}\,\frac{z^3}{2n^3H^3},
\end{equation}
where the middle step needs $z\ll2nH$. Since $\sum n^{-3}=1.202$, a distant plate lowers the potential by the fraction $0.60(z/H)^3$.

For $H=40$ nm this predicts 7.5 per cent; the full series gives 13.33 mV, a fall of 8.3 per cent. For $H=25$ nm it predicts 31 per cent, but the series gives 8.50 mV, a fall of 42 per cent. The distant-plate estimate has then broken down, because the nearest image pair is 30 nm from the observer, not far compared with $z$.

\section{From the model to a Kelvin probe}

A related real case is Kelvin-probe microscopy of a single charge trapped in a thin oxide on a metal electrode. A 2 nm film and a 20 nm working height are plausible round values, and $\epsilon=4$ is roughly that of silica. Of the sample's departures from the model that are estimated here, the film beneath the charge is the largest: with it the estimate moves from 14.55 to 4.13 mV. The probe is also a conductor of finite size, so its reading is not the undisturbed potential at a point. A rough measure of lateral blurring is the mean of that potential over a disc of radius $R$. Because
\begin{equation}
\frac2{R^2}\int_0^R\frac{\rho\,d\rho}{\sqrt{\rho^2+g^2}}
=\frac2{R^2}\left(\sqrt{R^2+g^2}-g\right),
\end{equation}
the mean is $K$ times the difference of this expression at $g=18$ and 22 nm. For $R=20$ nm and no film it is 8.46 mV. The instrument's actual response needs the shape of the tip and the detection method.

The metal is not ideal at atomic scale either. If its effective electrical surface is displaced by $t$ away from the charge, both heights grow by $t$, and the leading term $2Kd/z^2$ changes by the fraction $t(1/d-2/z)$. For $t=\pm0.1$ nm this is $\pm4$ per cent; the full formula gives 15.13 and 13.94 mV. This uncertainty exceeds the one per cent dipole correction, so the vacuum result deserves to be quoted as about 15 mV.

The field at the metal directly below the charge follows from (\ref{eq:sigma}):
\begin{equation}
\frac{|\sigma(0)|}{\varepsilon_0}=\frac{2K}{d^2}=7.20\ \mathrm{MV/cm}.
\end{equation}
This vacuum value is below the tens of MV/cm at which field emission from a clean metal roughly becomes strong. With the film of $\epsilon=4$ the field at the same point is 2.7 MV/cm, below the roughly 10 MV/cm at which good silica breaks down. This is the weakest point on the axis inside the film: the field rises towards the charge and passes 10 MV/cm at a height of about 1.2 nm. The breakdown figure refers to a uniform applied field, so it is only a scale for the local field of one charge, and a constant $\epsilon$ is least reliable close to the charge.

\section{How long the charge stays}

The electrostatic answer assumes that the charge remains in place. Return to the model without a film, so that vacuum separates the charge from the metal. Take a trapped electron whose level lies $\phi=4$ eV below vacuum, and suppose that the metal has empty states at that energy. If those states are filled, the exclusion principle blocks this escape.

Under a barrier of height $U(x)$ above the level, the Schr\"odinger equation reads $\psi''=\kappa^2\psi$, with $\kappa=\sqrt{2mU}/\hbar$. Where $\kappa$ varies slowly, the wave decays towards the metal as $\exp(-\int\kappa\,dx)$, and its square gives the exponent
\begin{equation}
S=2\int\kappa(x)\,dx .
\end{equation}
For a flat barrier $U=\phi$ over 2 nm, $S=41.0$. An assumed attempt rate of $10^{13}$ s$^{-1}$ gives a lifetime $e^S/10^{13}$ s, roughly $6\times10^4$ s.

The electron's own image lowers the barrier. At height $x$ the image attracts it with a force $eK/(2x)^2$, and integrating inwards from infinity lowers its energy by $eK/4x$. Thus $U=\phi-eK/4x$, and the integral starts at $x=0.09$ nm, where $U=0$. With the level held at 4 eV, $S$ falls to 35.9 and the lifetime to about $4\times10^2$ s. A modest change in the exponent costs two orders of magnitude, so these times show a scale for the vacuum gap and are not predictions: minutes to a day. They do not carry over to a trap in an oxide, where the electron tunnels below the oxide's conduction band. With a flat barrier of 3.1 eV (the same level, measured from a conduction band about 0.9 eV below vacuum) and half the free electron mass, roughly the values for silica, the same estimate over 2 nm gives only about 0.01 s, and with 0.4 of the free mass about 0.001 s. Image lowering, screened by a permittivity between 4 and 2, shortens these times by a further factor of about 3 to 8, while a deeper trap would lengthen them exponentially. That is far shorter than the minutes a scanned image can take, so an electron in a trap of this depth would be expected to stay for a whole image only if the metal states at its level were filled.

Thermal escape is far slower. At 300 K the lowered barrier at the trap is $148\,k_BT$, and the factor $e^{-148}$ overwhelms any plausible attempt rate. In this model temperature does not limit the measurement; tunnelling may, and a shallower trap or a smaller $d$ would shorten the time exponentially. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Charge height d: 2.0 nm
Observation height z: 20.0 nm
K = e/(4 pi eps0): 1.43996 V nm
Distance to charge: 18.0 nm
Distance to image: 22.0 nm
Bare charge contribution: 80.00 mV
Induced charge contribution: -65.45 mV
Overhead potential: 14.55 mV
Overhead potential in volts: 0.01455 V
Grid solution of Poisson equation: 14.50 mV
Total induced charge: -1.00000 e
Dipole estimate: 14.40 mV
Exact/dipole ratio: 1.0101
Potential at height 40 nm: 3.61 mV
Potential at z, 20 nm sideways: 5.08 mV
Half-maximum radius, exact: 15.20 nm
Half-maximum radius, dipole: 15.33 nm
Full width at half maximum: 30.4 nm
With grounded plate at 40 nm: 13.33 mV
With grounded plate at 25 nm: 8.50 mV
Averaging disc radius: 20.0 nm
Disc-averaged potential: 8.46 mV
Film relative permittivity: 4.0 (dimensionless)
Potential with film below charge: 4.13 mV
Image-plane shift considered: 0.1 nm
Potential, plane lowered: 15.13 mV
Potential, plane raised: 13.94 mV
Field at metal below charge: 7.20 MV/cm
Trap depth below vacuum: 4.0 eV
Assumed attempt rate: 1e+13 1/s
Tunnel exponent, flat barrier: 41.0 (dimensionless)
Tunnel exponent, image-lowered: 35.9 (dimensionless)
Rough lifetime, flat barrier: 6e+04 s
Rough lifetime, image-lowered: 4e+02 s
Temperature: 300 K
Barrier at trap / kT: 148 (dimensionless)
\end{verbatim}
